# Static COHSEX from GW: Screened Exchange and the Local Coulomb Hole

## What symmetry fixes

A self-energy \(\Sigma(\mathbf r,\mathbf r')\) acts on an orbital through an integral over \(\mathbf r'\), so it has the dimension of energy per volume. The screened interaction \(W\) is an energy. In GW it is multiplied by a sum of orbital products \(\phi_n(\mathbf r)\phi_n(\mathbf r')\), which supplies the inverse volume. If the screening has no memory, only the weight of each orbital remains to be found.

Write \(W=v+W_p\), where \(v\) is the bare Coulomb interaction and \(W_p\) is the part due to polarization. In time, \(W_p(t)\) is even. If it is very narrow, it samples the Green function \(G_n\) equally just before and just after \(t=0\). With occupation \(f_n=0\) or 1,

\[
G_n(0^+)=-i(1-f_n),\qquad G_n(0^-)=if_n .
\]

The mean is \(-i(\tfrac12-f_n)\). Exchanging particles and holes, \(f_n\to1-f_n\), reverses its sign. Since \(\Sigma=iGW\), the polarization part has weight

\[
i\,[-i(\tfrac12-f_n)]=\tfrac12-f_n .
\]

The term \(-f_n\) is screened exchange. The \(\tfrac12\), common to all orbitals, is the Coulomb hole. The derivation below shows what must be neglected to reach this form.

## Conventions

The algebra uses atomic units. The reference is a closed-shell mean field with real orbitals \(\phi_n\) and energies \(\varepsilon_n\). Indices \(i,j\) denote filled orbitals, \(a,b\) empty ones and \(n\) any orbital. Sums over orbitals in \(\Sigma\) run over one spin. The Hartree potential is not part of \(\Sigma\). The time-ordered GW self-energy is

\[
\Sigma(\mathbf r,\mathbf r';E)=\frac{i}{2\pi}\int d\omega\,e^{i\omega\eta}\,
G(\mathbf r,\mathbf r';E+\omega)W(\mathbf r,\mathbf r';\omega),
\]

\[
G(\mathbf r,\mathbf r';E)=\sum_n\frac{\phi_n(\mathbf r)\phi_n(\mathbf r')}{E-\varepsilon_n\mp i\eta},
\]

with the upper sign for filled states, the lower for empty states, and \(\eta\to0^+\).

## Modes of the screening

Let \(\Delta_{ia}=\varepsilon_a-\varepsilon_i>0\). At imaginary frequency the two time orders of a pair excitation add, and spin gives a factor 2:

\[
P_{ia}(i\omega)=2\left[-\frac1{\Delta_{ia}-i\omega}-\frac1{\Delta_{ia}+i\omega}\right]
=-\frac{4\Delta_{ia}}{\Delta_{ia}^2+\omega^2}.
\]

Let \(K_{ia,jb}\) be the Coulomb integral between \(\phi_i\phi_a\) and \(\phi_j\phi_b\), and \(D\) the diagonal matrix of the \(\Delta_{ia}\). In the random-phase approximation (RPA) the response obeys \(\chi=P+PK\chi\), hence

\[
\chi^{-1}=P^{-1}-K
=-\tfrac14D^{-1/2}\left[D^2+4D^{1/2}KD^{1/2}+\omega^2\right]D^{-1/2}.
\]

Diagonalize the frequency-independent part with orthonormal vectors \(Z_s\):

\[
(D^2+4D^{1/2}KD^{1/2})Z_s=\Omega_s^2Z_s .
\]

Because \(K\) is positive semidefinite and \(\Delta_{ia}>0\), every \(\Omega_s^2\) is positive. Inversion gives

\[
\chi(i\omega)=-4\sum_s\frac{D^{1/2}Z_sZ_s^TD^{1/2}}{\Omega_s^2+\omega^2}.
\]

Define the potential of mode \(s\) by

\[
w_s(\mathbf r)=\sum_{ia}\sqrt{\frac{2\Delta_{ia}}{\Omega_s}}\,Z_{ia,s}
\int d\mathbf r'\,\frac{\phi_i(\mathbf r')\phi_a(\mathbf r')}{|\mathbf r-\mathbf r'|}.
\]

The square root turns the factor \(4\sqrt{\Delta_{ia}\Delta_{jb}}\) into \(2\Omega_s\). Since \(W_p=v\chi v\), continuation from \(i\omega\) to \(\omega\) yields

\[
W_p(\mathbf r,\mathbf r';\omega)=\sum_s
\frac{2\Omega_s\,w_s(\mathbf r)w_s(\mathbf r')}{\omega^2-(\Omega_s-i\eta)^2},
\]

\[
W_p(\mathbf r,\mathbf r';0)=-2\sum_s\frac{w_s(\mathbf r)w_s(\mathbf r')}{\Omega_s}.
\]

## The frequency integral

For the bare interaction, the factor \(e^{i\omega\eta}\) closes the contour in the upper half-plane. Only filled states have a pole there, and each gives \((i/2\pi)(2\pi i)v=-v\). This is bare exchange.

For the polarization part, split each mode:

\[
\frac{2\Omega}{\omega^2-(\Omega-i\eta)^2}
=\frac1{\omega-\Omega+i\eta}-\frac1{\omega+\Omega-i\eta}.
\]

Put \(x_n=E-\varepsilon_n\). The product with \(G_n\) falls as \(\omega^{-3}\), so either half-plane may be used.

- For a filled state the pole of \(G_n\) is in the upper half-plane. Closing below leaves \(\omega=\Omega-i\eta\), and the clockwise sense gives
\[
\frac{i}{2\pi}(-2\pi i)\frac1{x_n+\Omega}=\frac1{x_n+\Omega}.
\]
- For an empty state, closing above leaves \(\omega=-\Omega+i\eta\), with residue \(-1/(x_n-\Omega)\), and gives
\[
\frac{i}{2\pi}(2\pi i)\frac{-1}{x_n-\Omega}=\frac1{x_n-\Omega}.
\]

Therefore, away from the poles,

\[
\Sigma_c(E)=\sum_s w_sw_s'\left[\sum_i\frac{\phi_i\phi_i'}{x_i+\Omega_s}
+\sum_a\frac{\phi_a\phi_a'}{x_a-\Omega_s}\right],
\]

where a prime marks the argument \(\mathbf r'\).

## Separating the two contributions

Rewrite the filled-state factor as

\[
\frac1{x+\Omega}=\frac1{x-\Omega}-\frac{2\Omega}{x^2-\Omega^2}.
\]

The last fraction is the factor in \(W_p(x)\). Together with bare exchange it gives

\[
\Sigma_{\rm SEX}(E)=-\sum_i\phi_i\phi_i'\,W(\mathbf r,\mathbf r';E-\varepsilon_i).
\]

The remaining terms now have the same form for all states:

\[
\Sigma_{\rm COH}(E)=\sum_n\phi_n\phi_n'\sum_s\frac{w_sw_s'}{E-\varepsilon_n-\Omega_s}.
\]

This regrouping is still full GW for the given reference and \(W\). For a filled state, both parts have a pole at \(x=\Omega_s\), but their sum \(1/(x+\Omega_s)\) does not. The dynamic parts taken singly can therefore show structure that is absent from \(\Sigma\).

Now neglect \(x_n\) beside \(\Omega_s\) in every term. Screened exchange becomes

\[
\boxed{\Sigma_{\rm SEX}(\mathbf r,\mathbf r')
=-\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')W(\mathbf r,\mathbf r';0)}.
\]

In the Coulomb hole, \(1/(x_n-\Omega_s)\to-1/\Omega_s\), and

\[
-\sum_s\frac{w_sw_s'}{\Omega_s}=\tfrac12W_p(\mathbf r,\mathbf r';0)
\]

no longer depends on \(n\). The orbital sum can then be done by closure, \(\sum_n\phi_n\phi_n'=\delta(\mathbf r-\mathbf r')\):

\[
\boxed{\Sigma_{\rm COH}(\mathbf r,\mathbf r')
=\tfrac12\delta(\mathbf r-\mathbf r')\,W_p(\mathbf r,\mathbf r;0)}.
\]

Locality follows here from two things together: static screening and a complete orbital set.

## The same result on the imaginary axis

For \(E\) inside the gap, the first and third quadrants of the \(\omega\) plane contain no poles. The contour can be turned onto the imaginary axis, where \(d\omega\to i\,d\omega\):

\[
\Sigma_c(E)=-\frac1{2\pi}\int_{-\infty}^{\infty}d\omega\sum_n
\frac{\phi_n\phi_n'}{x_n+i\omega}W_p(i\omega).
\]

Since \(W_p(i\omega)\) is even, only \(x_n/(x_n^2+\omega^2)\) survives from the fraction. For constant \(W_p\) its integral is \(\pi\,{\rm sgn}\,x_n\), which gives \(-\tfrac12{\rm sgn}(x_n)W_p(0)\). Filled states have \(x_n>0\) and empty ones \(x_n<0\), so this is \((\tfrac12-f_n)W_p(0)\), as the opening argument required.

This form was tested for Li\(_2\), with \(W_p(i\omega)\) obtained by matrix inversion instead of from the modes. The diagonal self-energies of the highest filled orbital (HOMO) and lowest empty orbital (LUMO) were compared at mid-gap, at mid-gap plus an imaginary energy of 0.2 atomic units, and at the orbital energies themselves. At an orbital energy \(x_n=0\) for that orbital, and its term must be taken as the limit from inside the gap: it is \((\tfrac12-f_n)W_p(0)\), not zero. The largest mismatch was \(3\times10^{-14}\) eV.

## Why the hole carries one half

Insert a point charge \(q\), of the electron's sign, at \(\mathbf r_0\). The derivative of the energy with respect to \(q\) is the potential at \(\mathbf r_0\). In linear response its induced part is \(qW_p(\mathbf r_0,\mathbf r_0;0)\). The unperturbed potential of the molecule gives a work linear in \(q\). Polarization adds

\[
\int_0^q dq'\,q'W_p(\mathbf r_0,\mathbf r_0;0)=\tfrac12q^2W_p(\mathbf r_0,\mathbf r_0;0).
\]

The test used self-consistent Hartree energies of Li\(_2\) in the def2-SVP basis, with charges \(\pm0.004\) placed 2 atomic units from the axis and 1 from the central plane. A Hartree reference is needed because its static response is the RPA response. The second difference, in which the linear term cancels, gave a work of \(-4.2618\) eV per \(q^2\), and \(\tfrac12W_p\) gave the same value.

Far out on the axis of a neutral, nonpolar molecule, the charge produces a field \(1/z^2\) and induces a dipole \(\alpha/z^2\). The energy is half their product, with a minus sign:

\[
\tfrac12W_p(z,z;0)\to-\frac{\alpha}{2z^4}.
\]

At \(z=200\) atomic units the computed hole is 1.0006 times this law, with \(\alpha\) taken from the same RPA response to a uniform field along the axis. This \(\alpha\), built on Hartree–Fock levels, is 91 atomic units, whereas a finite-field coupled-cluster calculation in the same basis gives about 300. The law is confirmed, but the far hole of this screening model is about three times too shallow for the real molecule.

## Two limiting cases

**One orbital dominates.** Suppose that, for orbital \(p\), the term \(n=p\) outweighs all others. At \(E=\varepsilon_p\) it has \(x_p=0\), so the static limit introduces no error in it. With \(U=-\langle pp|W_p(0)|pp\rangle>0\), a filled level rises by \(U/2\) and an empty level falls by \(U/2\). Polarization then narrows the gap.

**A uniform medium.** Here \(W_p(q)=(4\pi/q^2)[1/\epsilon(q)-1]\), with \(q\) now a wave number and \(\epsilon(q)\) the static dielectric function. The hole is

\[
\frac12\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\left[\frac1{\epsilon(q)}-1\right]
=\frac1\pi\int_0^\infty dq\left[\frac1{\epsilon(q)}-1\right].
\]

It is the same constant for every state and cannot change an energy difference. In this limit, all state dependence of static COHSEX comes from screened exchange. In a crystal or molecule the hole varies in space and shifts different orbitals differently.

## What the static limit discards

Subtracting the static factors from the dynamic ones leaves

\[
\text{filled: }\frac1{x+\Omega}-\frac1\Omega=-\frac{x}{\Omega(\Omega+x)},
\]

\[
\text{empty: }\frac1{x-\Omega}+\frac1\Omega=-\frac{x}{\Omega(\Omega-x)}.
\]

For \(E\) at a gap edge, the filled-state correction is negative or zero and the empty-state correction is positive or zero.

For small \(x/\Omega\), the Coulomb-hole factor changes by \(-x/\Omega^2\), which is first order. The screened-exchange factor changes by

\[
-\frac{2\Omega}{x^2-\Omega^2}-\frac2\Omega=\frac{2x^2}{\Omega(\Omega^2-x^2)},
\]

which is second order. As long as \(x/\Omega\) is small, the leading error thus belongs to the Coulomb hole. This order can fail: for the LUMO of the example below, the HOMO term has \(x=5.3\) eV while the lowest mode lies at 6.3 eV, and in that term the screened-exchange error (\(+0.40\) eV) is nearly as large as the Coulomb-hole error (\(-0.45\) eV), with the opposite sign. Summed over all orbitals, the screened-exchange error of the LUMO (\(+0.53\) eV) even exceeds that of the Coulomb hole (\(-0.39\) eV). The Coulomb-hole sum also includes empty states of arbitrarily high energy, so \(|x|\ll\Omega\) cannot hold for all terms. Unless the matrix elements give such states little weight, a good result depends on errors cancelling.

## Worked example: Li\(_2\)

The molecule has a bond length of 2.70 Å and a Hartree–Fock reference in the def2-TZVPP basis. Since bare exchange is already in the Hartree–Fock energy, only polarization terms are added. For the HOMO, with the local hole,

\[
-4.937+0.857-2.001=-6.081\ {\rm eV}\quad(-0.2235\ {\rm hartree}).
\]

The 0.857 eV is the weakening of exchange, from \(-6.752\) to \(-5.894\) eV. For the LUMO,

\[
0.358+0.284-0.876=-0.234\ {\rm eV}.
\]

The LUMO is the lowest empty state of this finite basis, and its energy should not be read as a converged electron affinity: in def2-QZVPP the Hartree–Fock value drops to 0.17 eV and the COHSEX value to \(-0.33\) eV.

**Closure.** A finite orbital sum gives a HOMO hole of \(-1.872\) eV, shallower than the local \(-2.001\) eV. The sign follows from Bessel's inequality,

\[
\sum_n|\langle p|w_s|n\rangle|^2\le\langle p|w_s^2|p\rangle .
\]

With \(W_p\) and the HOMO held fixed, a sum over a much larger auxiliary space gives \(-2.000\) eV. The missing 0.129 eV is therefore a closure error.

**Retardation.** To compare like with like, use the finite sum in both static and dynamic calculations. In the static limit each filled state contributes \(+1/\Omega\), half its screened-exchange part. For the HOMO, filled states thus give \(0.857/2=0.429\) eV, and empty states give \(-1.872+0.429=-1.443\) eV. Retardation changes these by \(-0.013\) and \(+0.664\) eV:

\[
0.857-1.872-0.013+0.664=-0.364\ {\rm eV}.
\]

It removes 46% of the static empty-state term. The mean \(|x|/\Omega\) over empty states, weighted by their static contributions, is 1.06, so the expansion parameter is not small. For the LUMO this mean is 0.51, and the net retardation is \(0.188-0.056=0.132\) eV.

Solving \(E=\varepsilon_p+\Sigma_c(E)\) gives one-shot GW energies of \(-5.273\) and \(-0.047\) eV. The gap is 5.295 eV in Hartree–Fock, 5.847 eV in COHSEX with the local hole, and 5.226 eV in GW. Static COHSEX widens this gap, contrary to the one-orbital limit: the empty states pull the HOMO down more strongly (\(-1.44\) eV) than the LUMO (\(-0.70\) eV). The gaps depend on the basis through the LUMO. In def2-QZVPP, where the GW LUMO lies at \(-0.19\) eV, they are 5.11, 5.87 and 5.15 eV: the widening by COHSEX persists, but the GW gap then lies slightly above the Hartree–Fock gap instead of below it.

**The hole in space.** In the def2-TZVPP basis the potential \(\tfrac12W_p(\mathbf r,\mathbf r;0)\) is \(-22.8\) eV at a nucleus and \(-3.9\) eV at the bond centre. Farther out on the axis it is \(-1.19\) eV at 3 Å from the centre and \(-0.20\) eV at 5 Å. The values at the bond centre and at 5 Å are not converged: in def2-QZVPP they deepen to \(-4.4\) and \(-0.23\) eV, while those at the nucleus and at 3 Å move only to \(-22.7\) and \(-1.18\) eV, so that the ratio of the values at 3 and 5 Å drops to 5.2. In this basis the values at 3 and 5 Å differ by a factor of 5.9, whereas a \(z^{-4}\) law would give 7.7, so the dipole limit is not yet reached there.

## Reliability and real materials

A coupled-cluster calculation with single and double excitations (CCSD), at the same geometry and in the same basis, gives a vertical ionization energy of 5.240 eV. It omits triple excitations and is a yardstick, not an exact value. Relative to it, COHSEX with the local hole is 0.84 eV too high, Hartree–Fock 0.30 eV too low, and one-shot GW 0.03 eV too high. The last agreement is closer than the basis permits one to trust: in def2-QZVPP the GW value rises by 0.07 eV and the COHSEX value by 0.13 eV, while the equation-of-motion CCSD ionization energy falls from 5.25 to 5.23 eV, so that GW lies about 0.1 eV too high there.

The real molecule has an ionization energy of roughly 5 eV, and its nuclei move. The chosen bond length is close to the CCSD minimum, which a parabola through three points puts at 2.72 Å. Between 2.60 and 2.80 Å the COHSEX HOMO rises from \(-6.146\) to \(-6.018\) eV, or 0.64 eV/Å. The harmonic zero-point spread of 0.118 Å thus corresponds to about 0.08 eV, far less than the retardation error. For silicon, whose relative permittivity is roughly 12, long-range exchange is screened much more strongly than in this small molecule. The Li\(_2\) errors therefore should not be carried over to silicon band edges; there the retardation terms must be evaluated afresh. The complete values for Li\(_2\) are in the numerical output.

## Computed results

```
Li2 bond length: 2.70 angstrom
orbitals in def2-TZVPP: 38  RPA modes: 105
lowest RPA mode energy: 6.273 eV
HOMO Hartree-Fock energy: -4.937 eV
HOMO bare exchange: -6.752 eV
HOMO screening part of SEX: 0.857 eV
HOMO full SEX: -5.894 eV
HOMO COH, orbital sum: -1.872 eV
HOMO COH, local: -2.001 eV
HOMO retardation, filled states: -0.013 eV
HOMO retardation, empty states: 0.664 eV
HOMO mean |x|/Omega, empty states: 1.060 (no unit)
HOMO dynamic correlation at HF energy: -0.364 eV
HOMO COHSEX energy, orbital sum: -5.951 eV
HOMO COHSEX energy, local COH: -6.081 eV
HOMO one-shot GW energy: -5.273 eV
LUMO Hartree-Fock energy: 0.358 eV
LUMO bare exchange: -0.811 eV
LUMO screening part of SEX: 0.284 eV
LUMO full SEX: -0.527 eV
LUMO COH, orbital sum: -0.841 eV
LUMO COH, local: -0.876 eV
LUMO retardation, filled states: -0.056 eV
LUMO retardation, empty states: 0.188 eV
LUMO mean |x|/Omega, empty states: 0.506 (no unit)
LUMO dynamic correlation at HF energy: -0.424 eV
LUMO COHSEX energy, orbital sum: -0.198 eV
LUMO COHSEX energy, local COH: -0.234 eV
LUMO one-shot GW energy: -0.047 eV
HOMO COHSEX energy, local COH: -0.22346 hartree
hole potential at bond centre: -3.886 eV
hole potential at nucleus: -22.791 eV
hole potential at 3 angstrom on axis: -1.189 eV
hole potential at 5 angstrom on axis: -0.201 eV
RPA axial polarizability volume: 13.45 angstrom^3
far hole / dipole law: 1.00058 (no unit)
charge insertion: work/q^2: -4.26183 eV
charge insertion: Wp/2: -4.26183 eV
HOMO COH, large auxiliary sum: -2.000 eV
largest quadrature mismatch: 3.3e-14 eV
QZVPP HOMO COH, orbital sum: -2.117 eV
QZVPP HOMO COH, local: -2.189 eV
QZVPP HOMO COHSEX, local COH: -6.207 eV
QZVPP HOMO one-shot GW: -5.341 eV
HOMO COHSEX at 2.60 angstrom: -6.146 eV
HOMO COHSEX at 2.80 angstrom: -6.018 eV
CCSD best bond length: 2.716 angstrom
zero-point rms bond spread: 0.118 angstrom
CCSD vertical ionization energy: 5.240 eV
```
